# Surface escape versus recombination of Frenkel pairs in implanted silicon

## Question

Ion implantation knocks silicon atoms off their sites and leaves Frenkel pairs, each an interstitial I and a vacancy V. Suppose that there are $n_0=10^{20}\ \mathrm{cm^{-3}}$ pairs at a depth $d=50$ nm, and that an interstitial and a vacancy annihilate when they come within $a=0.5$ nm of each other. During the anneal, an interstitial can meet a vacancy or reach the surface. How do the two times compare, how does their ratio scale, and what does it imply for transient enhanced diffusion, the temporary speeding-up of dopant diffusion by excess interstitials?

## Answer

### The recombination time

Take the defects as randomly mixed, without forces between them, and let every contact at distance $a$ lead to annihilation. Clustering of like defects is left out at first.

Only the separation of an I and a V matters for their meeting. The two walks are independent, so the mean square displacements add, and the separation diffuses with

$$D=D_I+D_V .$$

Let $c(r)$ be the mean vacancy density at distance $r$ from an interstitial. In the steady state,

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0
\quad\Rightarrow\quad c(r)=A+\frac{B}{r}.$$

Far away $c=n$, which gives $A=n$. Contact removes the pair, so $c(a)=0$ and $B=-na$. Hence $c=n(1-a/r)$, with slope $c'(a)=n/a$. The inward flow through the capture sphere is

$$4\pi a^2D\,c'(a)=4\pi aDn .$$

This is the recombination rate of one interstitial. Multiplying by the interstitial density, also $n$, gives the mean-field law

$$\frac{dn}{dt}=-4\pi aD\,n^2 .$$

Dividing by $-n^2$ and integrating from $n_0$ at $t=0$,

$$\frac1n-\frac1{n_0}=4\pi aDt
\quad\Rightarrow\quad n(t)=\frac{n_0}{1+t/t_{\rm rec}},\qquad
t_{\rm rec}=\frac{1}{4\pi a(D_I+D_V)n_0}.$$

In this law, $t_{\rm rec}$ is the time in which the density halves.

### The escape time

Let the surface absorb every interstitial that reaches it. For one interstitial released at depth $d$, a negative image source at $-d$ keeps the density zero at $x=0$:

$$p(x,t)=\frac{e^{-(x-d)^2/4D_It}-e^{-(x+d)^2/4D_It}}{\sqrt{4\pi D_It}} .$$

Write $z=d/(2\sqrt{D_It})$. Integrated over $x>0$, the first term gives $\tfrac12(1+\operatorname{erf}z)$ and the second $-\tfrac12(1-\operatorname{erf}z)$. Their sum, $\operatorname{erf}z$, is the probability of not yet having arrived. The arrival probability is therefore

$$P(t)=\operatorname{erfc}\!\left(\frac{d}{2\sqrt{D_It}}\right).$$

The mean arrival time is infinite: at long times the survival probability falls only as $t^{-1/2}$, and its time integral diverges. A typical time is needed instead. I take

$$t_{\rm esc}=\frac{d^2}{D_I},$$

at which $P=\operatorname{erfc}(1/2)=0.48$. The median arrival time is 1.10 times this.

### The ratio and its scaling

Dividing the two times gives

$$\frac{t_{\rm esc}}{t_{\rm rec}}
=\frac{d^2}{D_I}\,4\pi a(D_I+D_V)n_0
=4\pi an_0d^2\left(1+\frac{D_V}{D_I}\right).$$

The smallest value within this model belongs to immobile vacancies, $D_V=0$, which is the baseline from here on. Then the diffusivity cancels:

$$\frac{t_{\rm esc}}{t_{\rm rec}}
=4\pi(0.5\times10^{-7}\ \mathrm{cm})(10^{20}\ \mathrm{cm^{-3}})(50\times10^{-7}\ \mathrm{cm})^2
\approx1.6\times10^3 .$$

Recombination is roughly a thousandfold faster. Choosing $d^2/(2D_I)$ as the escape time would give about 800, while equal mobilities, with the original escape time, would give about 3100.

For absolute times, take a round $D_I=10^{-10}\ \mathrm{cm^2/s}$. Then $t_{\rm rec}=0.16$ ms and $t_{\rm esc}=250$ ms.

With the steady rate, the ratio is linear in pair density and capture radius, and quadratic in depth. The early-time correction derived below makes it steeper at these parameters, locally about $n_0^{1.2}a^{1.7}$. The square arises because an interstitial must diffuse across the whole depth to escape, whereas its recombination time does not depend on depth. In the baseline, $D_It_{\rm rec}=1.59\ \mathrm{nm^2}$, so the diffusion length $\sqrt{D_It_{\rm rec}}$ is about 1.3 nm. The ratio is the square of 50 nm divided by this length.

### The advantage fades as pairs disappear

The thousandfold factor belongs to the initial density. At a later time the current recombination time is

$$\frac{1}{4\pi aDn(t)}=t_{\rm rec}+t,$$

which grows as partners become scarce. For $D_V=0$, it equals $d^2/D_I$ when the density has fallen to

$$n_\times=\frac{1}{4\pi ad^2}=6.4\times10^{16}\ \mathrm{cm^{-3}} .$$

In this mean-field estimate, escape is the faster process below this density, at the same depth and capture radius. A random mixture also contains regions with a local surplus of one species. These slow the late recombination and so push the crossover towards a higher density; the size of this shift is not calculated here.

### The first encounters are faster still

The steady profile $c(r)$ takes time to form. In a random mixture some vacancies initially lie just outside the capture sphere and are caught early. To find this correction, hold the distant density at $n$ and define $w=r(n-c)$. The radial diffusion equation becomes $\partial w/\partial t=D\,\partial^2w/\partial r^2$, with $w=0$ initially and $w(a)=an$ afterwards. Its solution is

$$w=an\,\operatorname{erfc}\!\left(\frac{r-a}{2\sqrt{Dt}}\right),\qquad
w'(a)=-\frac{an}{\sqrt{\pi Dt}} .$$

Since $c=n-w/r$, the slope at contact is

$$c'(a)=\frac{w(a)}{a^2}-\frac{w'(a)}{a}
=\frac na+\frac{n}{\sqrt{\pi Dt}} .$$

The rate coefficient is therefore

$$k(t)=4\pi a^2D\,\frac{c'(a)}{n}=4\pi aD\left(1+\frac{a}{\sqrt{\pi Dt}}\right).$$

Using it in $dn/dt=-k(t)n^2$, and setting $n=n_0/2$ after integration, gives

$$Dt+2a\sqrt{\frac{Dt}{\pi}}=\frac{1}{4\pi an_0}=1.59\ \mathrm{nm^2}.$$

This is a quadratic equation for $\sqrt{Dt}$. Its positive root gives $Dt=1.02\ \mathrm{nm^2}$, which raises the baseline ratio to about 2400.

A simulation of 4000 pairs, moving at random in a periodic box at the stated density, tests this law. At that value of $Dt$ the predicted surviving fraction is 0.500. The simulation gives 0.510 with immobile vacancies and 0.500 with equal mobilities. The steady rate alone would predict $1/(1+1.02/1.59)=0.61$.

### Forces between the defects

Let $U(r)$ be the interaction energy, with $U\to0$ far away, and let $u=U/k_BT$. Diffusion and drift together give the steady inward flow

$$\Phi=4\pi r^2De^{-u}\frac{d}{dr}\left(ce^u\right).$$

$\Phi$ does not depend on $r$. Divide by $4\pi r^2De^{-u}$ and integrate from $a$, where $c=0$, to infinity, where $ce^u=n$:

$$\Phi=\frac{4\pi Dn}{\displaystyle\int_a^\infty e^{u(r)}\,dr/r^2}.$$

For a barrier of height $E$ between $a$ and $a+w_b$, the integral is

$$e^{E/k_BT}\left(\frac1a-\frac1{a+w_b}\right)+\frac1{a+w_b}
=\frac1a\left[1+\left(e^{E/k_BT}-1\right)\frac{w_b}{a+w_b}\right].$$

The bracket is the factor by which recombination slows. At 800 °C, $k_BT=0.0925$ eV. With $w_b=0.24$ nm, about one silicon bond length, a barrier of 0.3 eV slows recombination ninefold and lowers the ratio to about 175. A barrier of 0.78 eV makes the two times equal. The thousandfold estimate thus requires a barrier that is small or absent. With a barrier, the ratio also depends on temperature.

Opposite unit charges act the other way. Without screening, $u=-r_c/r$ with $r_c=e^2/(4\pi\varepsilon k_BT)$. Substituting $s=1/r$,

$$\int_a^\infty e^{-r_c/r}\frac{dr}{r^2}=\int_0^{1/a}e^{-r_cs}\,ds=\frac{1-e^{-r_c/a}}{r_c}.$$

The effective capture radius is the inverse of this integral. For relative permittivity 12, $r_c=1.3$ nm, the effective radius is 1.4 nm and the ratio is about 4400. This is a limiting case: at the initial density the charged defects would themselves screen the attraction, with a nominal Debye length $(8\pi r_cn_0)^{-1/2}$ of only about 0.55 nm, so the actual gain would be smaller. The unscreened radius is also no longer small beside the mean pair spacing $n_0^{-1/3}=2.15$ nm, so the dilute-mixture rate is only a rough guide here.

### Interstitials also meet each other

Two interstitials approach with relative diffusivity $2D_I$. If they bind irreversibly at the same distance $a$, an interstitial is lost to pairing at the steady rate $4\pi a(2D_I)n$. With immobile vacancies, its recombination rate is $4\pi aD_In$, half as large. Encounters of either kind still come long before escape, but this estimate does not decide how many interstitials annihilate and how many first enter clusters.

### How many actually escape

A ratio of times is not the inverse of an escaped fraction. The two would nearly agree if escape and recombination each had a constant rate. But arrival at the surface has no constant rate, the recombination rate falls as partners disappear, and a real profile spreads over many depths, some close to the surface. Take a Gaussian pair profile with its peak at 50 nm and a standard deviation of 20 nm. With immobile vacancies and no clustering, the densities obey

$$\frac{\partial I}{\partial t}=D_I\frac{\partial^2I}{\partial x^2}-4\pi aD_IIV,\qquad
\frac{\partial V}{\partial t}=-4\pi aD_IIV,\qquad I(0,t)=0 .$$

Solved numerically up to $t=d^2/D_I$, they give 98.8 % recombined and 1.0 % escaped, relative to the initial number of pairs. With recombination switched off and all else unchanged, 49.3 % escape, in agreement with $P(t)$ averaged over the profile.

The 1.0 % is far more than $1/1571$, or 0.06 %. The escaping interstitials come mostly from the shallow flank of the profile, where vacancies are sparse: about 0.44 % of all pairs from the first 6 nm and 0.89 % from the first 20 nm. At the surface the initial density is $4.4\times10^{18}\ \mathrm{cm^{-3}}$, for which the diffusion length before recombination, $(4\pi an)^{-1/2}$, is about 6 nm. A layer of that thickness and density holds about 0.5 % of all pairs, close to the loss from that layer. The total loss does not depend on having pairs at the surface, however. With standard deviations of 10 nm and 5 nm the surface density is negligible, yet the same equations give 0.8 % and 1.1 % escaped, because interstitials leak from the flank into material with almost no vacancies.

### Meaning for a phosphorus implant

These parameters suit a light phosphorus implant into silicon at some tens of keV. With a rough 500 pairs per ion, the profile corresponds to a dose near $10^{12}\ \mathrm{cm^{-2}}$, low compared with source and drain implants. The diffusivity is a round choice, since values for silicon interstitials are uncertain by orders of magnitude; the baseline ratio does not depend on it. Starting the anneal with all pairs present is an idealization: isolated vacancies and interstitials in silicon already move at or below room temperature, so many pairs recombine during the implant and the heating. Real samples depart from the model through recombination barriers, clustering, imperfectly absorbing surfaces and damage that is not randomly mixed. The last is serious here: at this dose the ion tracks are about 10 nm apart, much more than the 1.3 nm diffusion length before recombination, so the early recombination happens within single cascades and not at the mean density. Of these, the 0.3 eV barrier moves the ratio from about 1600 to 175. A less absorbing surface would raise the ratio, because escape would take longer.

Recombination removes one interstitial and one vacancy together, so it cannot change their difference. A phosphorus atom that settles on a lattice site leaves one interstitial without a vacancy partner. This excess, about one per ion, can feed transient enhanced diffusion after the pairs have gone. Here it amounts to 0.2 % of the pairs.

The computed escape of 1.0 % is about five interstitials per ion, more than that excess. Fast recombination therefore does not by itself guarantee that one extra interstitial per ion survives. In this model the immobile vacancies left behind would outnumber the excess. This deficit belongs to the limit $D_V\ll D_I$, and real vacancies are mobile. When they escape too, the losses largely cancel. For $D_V=D_I$ the difference $I-V$ obeys the plain diffusion equation, and about half of the excess remains at $t=d^2/D_I$. Solving the equations with the excess included, the net number of interstitials left per ion at that time is about $-4$ for $D_V=0$, $-1$ for $D_V=0.1D_I$, $+0.5$ for $D_V=D_I$ and $+0.9$ for $D_V=3D_I$. For the fate of the pairs, surface escape is a small correction; for the small difference that drives the enhanced diffusion, unequal escape of the two species can matter at leading order, with a size and sign set by $D_V/D_I$.

## Computed results

```
Pair density: 1.0e+20 cm^-3
Depth: 50 nm
Capture radius: 0.5 nm
Mean pair spacing n^(-1/3): 2.15 nm
Chosen interstitial diffusivity: 1.0e-10 cm^2/s
D * recombination time: 1.592 nm^2
D * escape time: 2500 nm^2
Recombination time: 0.159 ms
Escape time: 250 ms
RATIO escape/recombination, D_V=0: 1571
Ratio if D_V=D_I: 3142
Ratio with d^2/(2D) for escape: 785
Arrival probability at d^2/D: 0.480
Median escape time / (d^2/D): 1.099
Ratio with median escape time: 1726
Crossover pair density: 6.37e+16 cm^-3
D * half-time with early rate: 1.021 nm^2
Ratio with early rate: 2448
Walkers: predicted survival: 0.500
Walkers: survival, D_V=0: 0.510
Walkers: survival, D_V=D_I: 0.500
Walkers: survival, like defects: 0.476
Anneal temperature: 1073 K
Thermal energy kT: 0.0925 eV
Barrier width: 0.24 nm
Example barrier: 0.30 eV
Slowdown by example barrier: 8.99
Ratio with example barrier: 175
Barrier making times equal: 0.78 eV
Relative permittivity: 12
Coulomb length r_c: 1.30 nm
Capture radius, unscreened charges: 1.40 nm
Ratio, unscreened charges: 4405
Profile standard deviation: 20 nm
Profile surface density: 4.39e+18 cm^-3
Profile pair dose: 4.98e+14 cm^-2
Peak fraction left at t_rec: 0.498
Recombined by d^2/D: 98.77 %
Escaped by d^2/D: 1.02 %
Escaped, recombination off: 49.3 %
Same from first-passage formula: 49.3 %
Assumed pairs per ion: 500
Implied ion dose: 9.96e+11 cm^-2
One extra interstitial per ion: 0.20 % of pairs
Escaped interstitials per ion: 5.12
```
